# Multiplets of the O2 π*² configuration from single-determinant energies: test program

```python
"""
Multiplets of the pi*^2 configuration of O2 from single-determinant energies.
x, y: real degenerate pi* orbitals; pi+- = (x +- i y)/sqrt(2); T = E|x y| (parallel spins).
Result under test (a bar marks spin down, all determinants share their orbitals):
  complex: E(1Delta) = E|pi+ pi+bar|,       E(1Sigma+) = 2 E|pi+ pi-bar| - T
  real:    E(1Delta) = 2 E|x ybar| - T,     E(1Sigma+) = 2 E|x xbar| - 2 E|x ybar| + T
  gaps above the triplet: 2K and 4K with K = (xy|xy).
The reference is the diagonalized second-quantized Hamiltonian of the active orbitals.
Energies are in hartree unless a label says otherwise.
"""
from functools import reduce
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, dft

EV = physical_constants["Hartree energy in eV"][0]
BOND = 2.3
BASIS = "cc-pvdz"
TOL = 1e-7  # hartree; set by the convergence of the SCF orbitals

mol = gto.M(atom=[["O", (0, 0, -BOND / 2)], ["O", (0, 0, BOND / 2)]],
            unit="Bohr", basis=BASIS, spin=2, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-12
mf.max_cycle = 100
mf.kernel()
assert mf.converged

h_ao = mf.get_hcore()
eri_ao = mol.intor("int2e")
e_nuc = mol.energy_nuc()
rot_ao = mol.intor("int1e_cg_irxp", comp=3)[2]  # real antisymmetric; Lz = -+ i * rot
core = mf.mo_coeff[:, mf.mo_occ == 2]
open_shell = mf.mo_coeff[:, mf.mo_occ == 1]

# Align the open-shell pair with the x and y axes and fix the relative sign.
rr = mol.intor("int1e_rr").reshape(3, 3, mol.nao, mol.nao)
_, turn = np.linalg.eigh(open_shell.T @ (rr[0, 0] - rr[1, 1]) @ open_shell)
x, y = (open_shell @ turn)[:, 1], (open_shell @ turn)[:, 0]
px = mol.search_ao_label("0 O 2px")[0]
py = mol.search_ao_label("0 O 2py")[0]
y = y * np.sign(x[px] * y[py])
plus, minus = (x + 1j * y) / np.sqrt(2), (x - 1j * y) / np.sqrt(2)
pair = np.column_stack([x, y])

grids = dft.gen_grid.Grids(mol)
grids.level = 4
grids.build()
numint = dft.numint.NumInt()


def determinant_energy(up, down, xc=None):
    """Energy of core + open-shell spin orbitals: exact exchange, or a local functional."""
    dms = []
    for extra in (up, down):
        occ = np.column_stack([core] + list(extra))
        dms.append(occ @ occ.conj().T)
    total = dms[0] + dms[1]
    coulomb = np.einsum("mnls,sl->mn", eri_ao, total)
    energy = e_nuc + np.trace((h_ao + 0.5 * coulomb) @ total)
    if xc is None:
        for dm in dms:
            exchange = np.einsum("mnls,nl->ms", eri_ao, dm)
            energy -= 0.5 * np.trace(exchange @ dm)
    else:
        real_dms = np.array([np.ascontiguousarray(dm.real) for dm in dms])
        energy += numint.nr_uks(mol, grids, xc, real_dms)[1]
    assert abs(np.imag(energy)) < 1e-9
    return float(np.real(energy))


def active_space(frozen, active, electrons):
    """Second-quantized operators of the active orbitals in the Fock space."""
    m = active.shape[1]
    lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ann = [reduce(np.kron, [sign] * k + [lower] + [one] * (2 * m - k - 1))
           for k in range(2 * m)]
    dim = 2 ** (2 * m)
    hop = np.array([[ann[2*p].T @ ann[2*q] + ann[2*p+1].T @ ann[2*q+1]
                     for q in range(m)] for p in range(m)])
    dm = 2 * frozen @ frozen.T
    fock = (h_ao + np.einsum("mnls,ls->mn", eri_ao, dm)
            - 0.5 * np.einsum("mnls,nl->ms", eri_ao, dm))
    e_core = e_nuc + 0.5 * np.trace(dm @ (h_ao + fock))
    h = active.T @ fock @ active
    eri = np.einsum("mnls,mp,nq,lr,st->pqrt", eri_ao, active, active, active,
                    active, optimize=True)
    ham = e_core * np.eye(dim)
    dressed = np.tensordot(eri, hop, axes=([2, 3], [0, 1]))
    ham += np.tensordot(h - 0.5 * np.einsum("pqqs->ps", eri), hop, axes=([0, 1], [0, 1]))
    for p in range(m):
        for q in range(m):
            ham += 0.5 * hop[p, q] @ dressed[p, q]
    s_plus = sum(ann[2*p].T @ ann[2*p+1] for p in range(m))
    s_z = 0.5 * sum(ann[2*p].T @ ann[2*p] - ann[2*p+1].T @ ann[2*p+1] for p in range(m))
    spin2 = s_plus.T @ s_plus + s_z @ s_z + s_z
    rot = np.tensordot(active.T @ rot_ao @ active, hop, axes=([0, 1], [0, 1]))
    number = np.diag(sum(hop[p, p] for p in range(m)))
    keep = np.where(np.abs(number - electrons) < 1e-9)[0]
    block = np.ix_(keep, keep)
    return dict(H=ham[block], S2=spin2[block], L2=-(rot @ rot)[block], keep=keep,
                ann=ann, e_core=e_core, h=h, eri=eri)


GROUPS = {"3Sigma-": slice(0, 3), "1Delta": slice(3, 5), "1Sigma+": slice(5, 6)}
EXPECTED = {"3Sigma-": (2, 0), "1Delta": (0, 4), "1Sigma+": (0, 0)}  # S^2, Lz^2


def multiplets(space):
    """Lowest six states, checked for degeneracy, S^2 and Lz^2."""
    values, vectors = np.linalg.eigh(space["H"])
    energies = {}
    for name, part in GROUPS.items():
        v = vectors[:, part]
        assert np.ptp(values[part]) < TOL
        for op, target in zip(("S2", "L2"), EXPECTED[name]):
            assert np.allclose(v.T @ space[op] @ v, target * np.eye(v.shape[1]), atol=1e-5)
        energies[name] = values[part].mean()
    return energies, vectors


# Reference: diagonalize the two-electron problem in the pi* pair.
small = active_space(core, pair, 2)
exact, states = multiplets(small)
n_y = [small["ann"][k].T @ small["ann"][k] for k in (2, 3)]
mirror = (np.eye(16) - 2 * n_y[0]) @ (np.eye(16) - 2 * n_y[1])
mirror = mirror[np.ix_(small["keep"], small["keep"])]
for name, character in (("3Sigma-", -3), ("1Delta", 0), ("1Sigma+", 1)):
    v = states[:, GROUPS[name]]
    assert abs(np.trace(v.T @ mirror @ v) - character) < 1e-6

# Single-determinant energies from density matrices.
dets = {"|x y|": ([x, y], []), "|x ybar|": ([x], [y]), "|x xbar|": ([x], [x]),
        "|p+ p-|": ([plus, minus], []), "|p+ p+bar|": ([plus], [plus]),
        "|p+ p-bar|": ([plus], [minus])}
energy = {name: determinant_energy(*occ) for name, occ in dets.items()}
assert abs(energy["|x y|"] - mf.e_tot) < TOL
assert abs(energy["|p+ p-|"] - energy["|x y|"]) < TOL


def both_routes(e):
    """Excitation energies (1Delta, 1Sigma+) above the triplet by each route."""
    t = e["|x y|"]
    complex_route = (e["|p+ p+bar|"] - t, 2 * e["|p+ p-bar|"] - 2 * t)
    real_route = (2 * e["|x ybar|"] - 2 * t, 2 * e["|x xbar|"] - 2 * e["|x ybar|"])
    return complex_route, real_route


gaps = [exact[s] - exact["3Sigma-"] for s in ("1Delta", "1Sigma+")]
complex_gaps, real_gaps = both_routes(energy)
assert abs(energy["|x y|"] - exact["3Sigma-"]) < TOL
assert np.allclose(complex_gaps, gaps, atol=TOL, rtol=0)
assert np.allclose(real_gaps, gaps, atol=TOL, rtol=0)

# State content of each determinant, from projection on the eigenvectors.
coefficients = {"x": np.array([1, 0]), "y": np.array([0, 1]),
                "p+": np.array([1, 1j]) / np.sqrt(2), "p-": np.array([1, -1j]) / np.sqrt(2)}
content = {}
for name, first, second in (("|x ybar|", "x", "y"), ("|x xbar|", "x", "x"),
                            ("|p+ p+bar|", "p+", "p+"), ("|p+ p-bar|", "p+", "p-")):
    create = [sum(coefficients[o][p] * small["ann"][2*p + spin].T for p in range(2))
              for o, spin in ((first, 0), (second, 1))]
    vector = (create[0] @ create[1])[:, 0][small["keep"]]
    weights = [np.sum(np.abs(states[:, g].T @ vector) ** 2) for g in GROUPS.values()]
    content[name] = weights + [np.vdot(vector, small["S2"] @ vector).real]
for name, target in (("|x ybar|", [.5, .5, 0, 1]), ("|x xbar|", [0, .5, .5, 0]),
                     ("|p+ p+bar|", [0, 1, 0, 0]), ("|p+ p-bar|", [.5, 0, .5, 1])):
    assert np.allclose(content[name], target, atol=1e-6)

# Integral formulas and rotational invariance.
eri = small["eri"]
Jxx, Jxy, K = eri[0, 0, 0, 0], eri[0, 0, 1, 1], eri[0, 1, 0, 1]
A = small["e_core"] + 2 * small["h"][0, 0]
assert abs(Jxx - Jxy - 2 * K) < TOL
assert np.allclose(gaps, [2 * K, 4 * K], atol=TOL, rtol=0)
assert abs(energy["|x y|"] - (A + Jxy - K)) < TOL
assert abs(energy["|x ybar|"] - (A + Jxy)) < TOL
assert abs(energy["|x xbar|"] - (A + Jxx)) < TOL
cp, cm = coefficients["p+"], coefficients["p-"]


def complex_integral(a, b, c, d):
    return np.einsum("pqrs,p,q,r,s->", eri, a.conj(), b, c.conj(), d).real


Jpp, Jpm = complex_integral(cp, cp, cp, cp), complex_integral(cp, cp, cm, cm)
Kpm = complex_integral(cp, cm, cm, cp)
assert np.allclose([Jpp, Jpm, Kpm], [(Jxx + Jxy) / 2, (Jxx + Jxy) / 2, 2 * K],
                   atol=TOL, rtol=0)

# Larger pi space: six electrons in the bonding and antibonding pi orbitals.
core_l2 = np.sum((core.T @ rot_ao @ mf.mo_coeff) ** 2, axis=1)
bonding = core_l2 > 0.5
assert bonding.sum() == 2 and np.allclose(core_l2[bonding], 1, atol=1e-5)
large = active_space(core[:, ~bonding], np.column_stack([core[:, bonding], pair]), 6)
mixed, _ = multiplets(large)
mixed_gaps = [mixed[s] - mixed["3Sigma-"] for s in ("1Delta", "1Sigma+")]
lowering = {s: exact[s] - mixed[s] for s in GROUPS}
assert 0 < lowering["3Sigma-"] < lowering["1Delta"] < lowering["1Sigma+"]
assert mixed_gaps[1] - mixed_gaps[0] < mixed_gaps[0] - 1e-4

# Local functional on the same orbitals; a 45 degree turn measures the grid error.
XC = "lda,vwn"
local = {name: determinant_energy(*occ, xc=XC) for name, occ in dets.items()}
local_complex, local_real = both_routes(local)
u, w = (x + y) / np.sqrt(2), (x - y) / np.sqrt(2)
assert abs(determinant_energy([u], [u]) - energy["|x xbar|"]) < TOL
grid_error = max(abs(determinant_energy([u], [u], XC) - local["|x xbar|"]),
                 abs(determinant_energy([u], [w], XC) - local["|x ybar|"]))
assert abs(local_complex[1] - local_real[1]) > 10 * grid_error

print(f"O2, basis {BASIS}, {mol.nao} basis functions, bond length {BOND} bohr")
print(f"Triplet ROHF energy: {mf.e_tot:.6f} hartree")
print("Determinant energies (hartree):")
for name, value in energy.items():
    print(f"  {name:11s} {value:.6f}")
print("Weights of 3Sigma-, 1Delta, 1Sigma+, then <S^2> (no unit):")
for name, row in content.items():
    print(f"  {name:11s} " + " ".join(f"{abs(v):.3f}" for v in row))
print(f"A = E_core + 2h: {A:.6f} hartree")
print(f"Jxx = {Jxx:.6f}, Jxy = {Jxy:.6f}, K = {K:.6f} hartree")
print(f"J++ = {Jpp:.6f}, J+- = {Jpm:.6f}, K+- = {Kpm:.6f} hartree")
print("State energies from diagonalization (hartree):")
for name, value in exact.items():
    print(f"  {name:8s} {value:.6f}")
print("Excitation energies above 3Sigma-, order 1Delta, 1Sigma+:")
for label, g in (("diagonalization", gaps), ("complex route", complex_gaps),
                 ("real route", real_gaps)):
    print(f"  {label:16s} {g[0]:.6f} {g[1]:.6f} hartree")
print(f"  in eV            {gaps[0] * EV:.3f} {gaps[1] * EV:.3f} eV")
print("Six electrons in four pi orbitals, same order:")
print(f"  excitation       {mixed_gaps[0]:.6f} {mixed_gaps[1]:.6f} hartree")
print(f"  in eV            {mixed_gaps[0] * EV:.3f} {mixed_gaps[1] * EV:.3f} eV")
print("Lowering by the larger pi space (hartree):")
for name, value in lowering.items():
    print(f"  {name:8s} {value:.6f}")
print("Slater exchange + VWN on the same orbitals, order 1Delta, 1Sigma+:")
print(f"  complex route    {local_complex[0]:.5f} {local_complex[1]:.5f} hartree")
print(f"  real route       {local_real[0]:.5f} {local_real[1]:.5f} hartree")
print(f"  grid error of one determinant energy: {grid_error:.1e} hartree")
print("success")
```

Printed output:

```
O2, basis cc-pvdz, 28 basis functions, bond length 2.3 bohr
Triplet ROHF energy: -149.606076 hartree
Determinant energies (hartree):
  |x y|       -149.606076
  |x ybar|    -149.582332
  |x xbar|    -149.534843
  |p+ p-|     -149.606076
  |p+ p+bar|  -149.558588
  |p+ p-bar|  -149.558588
Weights of 3Sigma-, 1Delta, 1Sigma+, then <S^2> (no unit):
  |x ybar|    0.500 0.500 0.000 1.000
  |x xbar|    0.000 0.500 0.500 0.000
  |p+ p+bar|  0.000 1.000 0.000 0.000
  |p+ p-bar|  0.500 0.000 0.500 1.000
A = E_core + 2h: -150.152918 hartree
Jxx = 0.618074, Jxy = 0.570586, K = 0.023744 hartree
J++ = 0.594330, J+- = 0.594330, K+- = 0.047488 hartree
State energies from diagonalization (hartree):
  3Sigma-  -149.606076
  1Delta   -149.558588
  1Sigma+  -149.511099
Excitation energies above 3Sigma-, order 1Delta, 1Sigma+:
  diagonalization  0.047488 0.094977 hartree
  complex route    0.047488 0.094977 hartree
  real route       0.047488 0.094977 hartree
  in eV            1.292 2.584 eV
Six electrons in four pi orbitals, same order:
  excitation       0.028306 0.053688 hartree
  in eV            0.770 1.461 eV
Lowering by the larger pi space (hartree):
  3Sigma-  0.038872
  1Delta   0.058055
  1Sigma+  0.080161
Slater exchange + VWN on the same orbitals, order 1Delta, 1Sigma+:
  complex route    0.03662 0.07324 hartree
  real route       0.03666 0.08551 hartree
  grid error of one determinant energy: 1.7e-09 hartree
success
```
